# How many flickers precede escape from a pair of sites: a numerical check

```python
"""
Flickers before escape from a pair of sites.

Result under test: an atom hops between two sites at rate k_f (each way) and
escapes from either site at rate k_e. The number N of one-way hops (flickers)
before escape is geometric, P(N=n) = p q^n with p = k_e/(k_e+k_f), q = 1-p,
and its mean is k_f/k_e. Also tested: spread, median, the Poisson law of N at
given escape time T, unequal hop rates, and the law of the exit site.
Rates are in 1/s; the small test cases use an arbitrary unit of time.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.stats import poisson


def pair_generator(a, b, k_e):
    """Master equation dP/dt = G P; a: start -> other, b: other -> start."""
    return np.array([[-(a + k_e), b], [a, -(b + k_e)]])


def residence_times(a, b, k_e):
    """Mean total time spent on each site before escape."""
    return np.linalg.solve(-pair_generator(a, b, k_e), np.array([1.0, 0.0]))


def event_by_event(k_f, k_e, n_max):
    """Probabilities of N = 0..n_max-1, following the atom hop by hop."""
    escape = k_e / (k_f + k_e)
    hop = k_f / (k_f + k_e)
    alive, result = 1.0, np.empty(n_max)
    for n in range(n_max):
        result[n] = alive * escape
        alive *= hop
    return result


def simulate(k_f, k_e, n_escapes, rng, chunk=1_000_000):
    """Kinetic Monte Carlo with two competing exponential clocks per step."""
    counts, times = [], []
    open_count, open_time = 0, 0.0
    while len(counts) < n_escapes:
        hop_clock = rng.standard_exponential(chunk) / k_f
        escape_clock = rng.standard_exponential(chunk) / k_e
        wait = np.minimum(hop_clock, escape_clock)
        start = 0
        for w in np.flatnonzero(escape_clock < hop_clock):
            counts.append(open_count + int(w) - start)
            times.append(open_time + wait[start:w + 1].sum())
            start, open_count, open_time = int(w) + 1, 0, 0.0
        open_count += chunk - start
        open_time += wait[start:].sum()
    return np.array(counts[:n_escapes], float), np.array(times[:n_escapes])


k_f, k_e = 1.0e9, 1.0e3
m = k_f / k_e
p = k_e / (k_e + k_f)
log_q = -math.log1p(k_e / k_f)

# Branching probability: integral over the time of the first event
kf_s, ke_s = 20.0, 1.0
p_s = ke_s / (ke_s + kf_s)
first_escape = quad(lambda t: ke_s * math.exp(-ke_s * t)
                    * math.exp(-kf_s * t), 0, 5)[0]
assert abs(first_escape - p_s) < 1e-9

# Mean number of flickers from residence times at the full rates
t_start, t_other = residence_times(k_f, k_f, k_e)
mean_flickers = k_f * (t_start + t_other)
mean_time = t_start + t_other
assert abs(mean_flickers / m - 1) < 1e-8
assert abs(mean_time * k_e - 1) < 1e-8

# Median and probabilities from the explicit sum at the full rates
pmf = event_by_event(k_f, k_e, 1_100_001)
cumulative = np.cumsum(pmf)
median_sum = int(np.searchsorted(cumulative, 0.5))
median_formula = math.ceil(math.log(2) / -log_q) - 1
assert median_sum == median_formula
within_sum = pmf[900_000:1_100_001].sum()
within_formula = math.exp(900_000 * log_q) - math.exp(1_100_001 * log_q)
assert abs(within_sum - within_formula) < 1e-9
below_sum = pmf[:1_000_000].sum()
assert abs(below_sum - (1 - math.exp(1_000_000 * log_q))) < 1e-9
first_tenth = pmf[:100_000].sum()
assert abs(first_tenth - (1 - math.exp(100_000 * log_q))) < 1e-9
assert int(np.argmax(pmf)) == 0

# Mean and variance formulas from explicit sums at a small rate ratio
m_s = kf_s / ke_s
pmf_s = event_by_event(kf_s, ke_s, 2000)
n_s = np.arange(2000)
mean_s = (n_s * pmf_s).sum()
var_s = (n_s**2 * pmf_s).sum() - mean_s**2
assert abs(mean_s - m_s) < 1e-8
assert abs(var_s - m_s * (m_s + 1)) < 1e-6
std_formula = math.sqrt(m * (m + 1))

# Poisson law of the hop count at fixed time, from the counting master equation
levels, t_fix = 60, 0.5
G_count = (np.diag(np.full(levels, -(kf_s + ke_s)))
           + np.diag(np.full(levels - 1, kf_s), -1))
P_count = expm(G_count * t_fix)[:, 0]
P_poisson = math.exp(-ke_s * t_fix) * poisson.pmf(np.arange(levels),
                                                  kf_s * t_fix)
assert np.max(np.abs(P_count - P_poisson)) < 1e-10

# Averaging the Poisson law over the escape time gives the geometric law
for n in (0, 5, 40):
    mixed = quad(lambda t: ke_s * math.exp(-ke_s * t)
                 * poisson.pmf(n, kf_s * t), 0, 12, limit=200)[0]
    assert abs(mixed - p_s * (1 - p_s)**n) < 1e-8

# Unequal hop rates: closed formula against residence times
def mean_unequal(a, b, e):
    return a * (2 * b + e) / (e * (a + b + e))


for a, b, e in ((3.0, 0.7, 0.4), (0.2, 5.0, 1.3), (1e9, 1e7, 1e3)):
    ts, to = residence_times(a, b, e)
    assert abs((a * ts + b * to) / mean_unequal(a, b, e) - 1) < 1e-7
a_u, b_u = 1.0e9, 1.0e7
ts_u, to_u = residence_times(a_u, b_u, k_e)
unequal_flickers = a_u * ts_u + b_u * to_u
slow_limit = 2 * a_u * b_u / ((a_u + b_u) * k_e)
assert abs(unequal_flickers / slow_limit - 1) < 1e-3

# Exit site: joint law with time, and its average over time
for t in (0.01, 0.05, 0.3):
    P_t = expm(pair_generator(kf_s, kf_s, ke_s) * t)[:, 0]
    start_share = (1 + math.exp(-2 * kf_s * t)) / 2
    assert abs(P_t.sum() - math.exp(-ke_s * t)) < 1e-12
    assert abs(P_t[0] / P_t.sum() - start_share) < 1e-12
exit_s = ke_s * residence_times(kf_s, kf_s, ke_s)[0]
assert abs(exit_s - (kf_s + ke_s) / (2 * kf_s + ke_s)) < 1e-12
exit_start = k_e * t_start
exit_formula = (k_f + k_e) / (2 * k_f + k_e)
assert abs(exit_start - exit_formula) < 1e-8

# Direct simulation at the full rates; tolerances are about four standard errors
n_runs = 200
counts, times = simulate(k_f, k_e, n_runs, np.random.default_rng(12345))
sim_mean, sim_std = counts.mean(), counts.std(ddof=1)
scaled = (counts - k_f * times) / np.sqrt(k_f * times)
sim_rms = math.sqrt(np.mean(scaled**2))
assert abs(sim_mean / m - 1) < 4 / math.sqrt(n_runs)
assert abs(sim_std / std_formula - 1) < 4 * math.sqrt(2 / n_runs)
assert abs(times.mean() * k_e - 1) < 4 / math.sqrt(n_runs)
assert abs(sim_rms**2 - 1) < 4 * math.sqrt(2 / n_runs)

print(f"Flicker rate k_f: {k_f:.1e} 1/s")
print(f"Escape rate k_e: {k_e:.1e} 1/s")
print(f"Escape probability per event p: {p:.6e}")
print(f"Mean flickers (residence times): {mean_flickers:.1f}")
print(f"Mean flickers (k_f/k_e): {m:.1f}")
print(f"Mean Monte Carlo steps per escape: {m + 1:.1f}")
print(f"Standard deviation of N: {std_formula:.1f}")
print(f"Median of N: {median_sum}")
print(f"P(900000 <= N <= 1100000): {within_sum:.4f}")
print(f"P(N < 1000000): {below_sum:.4f}")
print(f"P(N < 100000): {first_tenth:.4f}")
print(f"P(N = 0), the largest single value: {pmf[0]:.6e}")
print(f"Mean escape time: {mean_time * 1e3:.4f} ms")
print(f"Site memory time 1/(2 k_f): {1e9 / (2 * k_f):.2f} ns")
print(f"P(exit from starting site) - 1/2: {exit_formula - 0.5:.3e}")
print(f"Unequal case, hop rate out of start: {a_u:.1e} 1/s")
print(f"Unequal case, hop rate back: {b_u:.1e} 1/s")
print(f"Unequal case, mean flickers: {unequal_flickers:.1f}")
print(f"Unequal case, slow-escape formula: {slow_limit:.1f}")
print(f"Simulated escapes: {n_runs}")
print(f"Simulated steps in these escapes: {counts.sum() + n_runs:.4e}")
print(f"Simulated mean of N: {sim_mean:.4e}")
print(f"Standard error expected for it: {std_formula / math.sqrt(n_runs):.1e}")
print(f"Simulated standard deviation of N: {sim_std:.4e}")
print(f"Simulated median of N: {np.median(counts):.4e}")
print(f"Smallest simulated N: {counts.min():.0f}")
print(f"Largest simulated N: {counts.max():.0f}")
print(f"Simulated mean escape time: {times.mean() * 1e3:.4f} ms")
print(f"RMS of (N - k_f T)/sqrt(k_f T): {sim_rms:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Flicker rate k_f: 1.0e+09 1/s
Escape rate k_e: 1.0e+03 1/s
Escape probability per event p: 9.999990e-07
Mean flickers (residence times): 1000000.0
Mean flickers (k_f/k_e): 1000000.0
Mean Monte Carlo steps per escape: 1000001.0
Standard deviation of N: 1000000.5
Median of N: 693147
P(900000 <= N <= 1100000): 0.0737
P(N < 1000000): 0.6321
P(N < 100000): 0.0952
P(N = 0), the largest single value: 9.999990e-07
Mean escape time: 1.0000 ms
Site memory time 1/(2 k_f): 0.50 ns
P(exit from starting site) - 1/2: 2.500e-07
Unequal case, hop rate out of start: 1.0e+09 1/s
Unequal case, hop rate back: 1.0e+07 1/s
Unequal case, mean flickers: 19803.0
Unequal case, slow-escape formula: 19802.0
Simulated escapes: 200
Simulated steps in these escapes: 2.3285e+08
Simulated mean of N: 1.1642e+06
Standard error expected for it: 7.1e+04
Simulated standard deviation of N: 1.2062e+06
Simulated median of N: 7.4389e+05
Smallest simulated N: 9399
Largest simulated N: 6069192
Simulated mean escape time: 1.1643 ms
RMS of (N - k_f T)/sqrt(k_f T): 1.051
ALL CHECKS PASSED
```
